# Why norm-violating partial waves bias RPA correlation energies

**Q:** My PAW data set gives good orbital energies and a good density of states. Why should the norm of its smooth waves matter for an RPA energy?

**A:** The RPA energy sums over transitions to empty states at all energies, and the projectors were built for a few low ones. What enters is the pair density of an occupied orbital $n$ and an empty orbital $a$,

$$\rho_a(\mathbf r)=\psi_a^*(\mathbf r)\,\psi_n(\mathbf r).$$

To isolate its error, I take two electrons in one real s orbital $\psi_n$ of a fixed Hamiltonian $H=p^2/2m+V$. All eigenvalues and all-electron orbitals are kept, and only the pair density is approximated.

Let $\phi_i$ be the partial waves, $\tilde\phi_i$ their smooth partners, and $\Delta\phi_i=\phi_i-\tilde\phi_i$, which vanishes outside the augmentation sphere. The projectors obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. Each orbital is related to its smooth version by

$$|a\rangle=T|\tilde a\rangle,\qquad T=1+\sum_i|\Delta\phi_i\rangle\langle p_i| .$$

With $c_i=\langle p_i|\tilde a\rangle$ this reads $a=\tilde a+\sum_i\Delta\phi_i c_i$. The occupied orbital is itself the first partial wave, so $\psi_n=\phi_1$ and $\tilde n=\tilde\phi_1$.

To find $\tilde a$ from a known $a$, project with $p_i$:

$$\langle p_i|a\rangle=c_i+\sum_j\langle p_i|\phi_j-\tilde\phi_j\rangle c_j=\sum_j P_{ij}c_j,\qquad P_{ij}=\langle p_i|\phi_j\rangle .$$

The $c_i$ cancelled against $\sum_j\langle p_i|\tilde\phi_j\rangle c_j=c_i$. If $P$ is invertible, $c=P^{-1}\langle p|a\rangle$.

**Q:** If the transformation is exact, where does an error enter?

**A:** In the usual one-centre form of the pair density,

$$\rho_a^{\rm PAW}=\tilde a^*\tilde n+\sum_i c_i^*\left(\phi_i^*\phi_1-\tilde\phi_i^*\tilde\phi_1\right).$$

It replaces smooth products by all-electron products only for the part of $\tilde a$ that the projectors recognise. The true pair density is

$$\rho_a=\Big(\tilde a+\sum_i\Delta\phi_i c_i\Big)^*\left(\tilde\phi_1+\Delta\phi_1\right).$$

Subtract the two. The term $\tilde a^*\tilde\phi_1$ cancels, leaving

$$\rho_a-\rho_a^{\rm PAW}=\tilde a^*\Delta\phi_1+\sum_i c_i^*\left[(\phi_i-\tilde\phi_i)^*\phi_1-\phi_i^*\phi_1+\tilde\phi_i^*\tilde\phi_1\right].$$

The square bracket equals $-\tilde\phi_i^*(\phi_1-\tilde\phi_1)=-\tilde\phi_i^*\Delta\phi_1$. Therefore

$$\rho_a-\rho_a^{\rm PAW}=\Big(\tilde a-\sum_i\tilde\phi_i c_i\Big)^*\Delta\phi_1 .$$

The first factor is the part of the empty state that the projectors miss. The second is what pseudization removed from the occupied orbital. The error vanishes if either factor does.

**Q:** Does the missed part really grow with energy?

**A:** I computed it for a model atom with $V=-2e^2/r$, whose 1s orbital holds both electrons. Lengths are in Bohr radii $a_0$ and energies in hartree (Ha). The sphere radius is $1\,a_0$. Inside it, each smooth radial function is $r^{L}$ times a polynomial with terms $1,r^2,r^4$, matched in value, slope and curvature. There are two partial waves for each angular momentum $L\le2$: the occupied orbital (for $L=0$) or a state near 0 Ha, and a state near 2 Ha. The projectors are combinations of the smooth waves times $(1-r^2/r_c^2)^2$, where $r_c$ is the sphere radius. The empty states come from diagonalization in 70 Laguerre functions per $L$.

For four p states I integrated the squared remainder $|\tilde a-\sum_i\tilde\phi_ic_i|^2$ over the sphere and divided by the same integral of $|\tilde a|^2$:

- at 1.05 Ha, below 0.0001;
- at 7.9 Ha, below 0.1;
- at 31 Ha, about 4;
- at 124 Ha, 1.12.

**Q:** How can a missed fraction be larger than one?

**A:** It is not a probability. Write $s=\sum_i\tilde\phi_ic_i$. Then, with integrals over the sphere,

$$\|\tilde a-s\|^2=\|\tilde a\|^2-2\,{\rm Re}\langle\tilde a|s\rangle+\|s\|^2 .$$

The projection is oblique: $s$ is not the best fit to $\tilde a$. The ratio exceeds one whenever $\|s\|^2>2\,{\rm Re}\langle\tilde a|s\rangle$. At 31 Ha the projectors thus respond with a wrong reconstruction, rather than none. For a rapidly oscillating state their response must fade, and the ratio then tends to one.

**Q:** What does this do to the pair density at large momentum?

**A:** Define the amplitude of a transition with momentum transfer $\hbar\mathbf q$ as $A_a(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\rho_a\,d^3r$. In the one-centre form it is

$$A_a^{\rm PAW}=\langle\tilde a|b_q\rangle,\qquad |b_q\rangle=e^{-i\mathbf q\cdot\mathbf r}|\tilde n\rangle+\sum_i|p_i\rangle D_i(\mathbf q),$$

$$D_i(\mathbf q)=\langle\phi_i|e^{-i\mathbf q\cdot\mathbf r}|\phi_1\rangle-\langle\tilde\phi_i|e^{-i\mathbf q\cdot\mathbf r}|\tilde\phi_1\rangle .$$

Since $|\tilde a\rangle=T^{-1}|a\rangle$, we have $A_a^{\rm PAW}=\langle a|(T^\dagger)^{-1}|b_q\rangle$. The inverse found above is $T^{-1}=1-\sum_{ij}|\Delta\phi_i\rangle(P^{-1})_{ij}\langle p_j|$, and its adjoint is

$$(T^\dagger)^{-1}=1-\sum_{ij}|p_j\rangle(P^{-1})_{ij}^*\langle\Delta\phi_i| .$$

Now let $q\to\infty$ with the projector set fixed. Each $D_i$ is the Fourier transform of an integrable function, so it tends to zero. The same holds for $\langle\Delta\phi_i|e^{-i\mathbf q\cdot\mathbf r}|\tilde n\rangle$. There are finitely many such terms, so all corrections vanish together:

$$(T^\dagger)^{-1}|b_q\rangle\to e^{-i\mathbf q\cdot\mathbf r}|\tilde n\rangle,\qquad A_a^{\rm PAW}(\mathbf q)\to\langle a|e^{-i\mathbf q\cdot\mathbf r}|\tilde n\rangle .$$

At large $q$ the calculation behaves as if the electron had started in the smooth orbital. Completeness of the all-electron states then gives the total strength

$$\sum_a|A_a^{\rm PAW}|^2\to\langle\tilde n|e^{i\mathbf q\cdot\mathbf r}e^{-i\mathbf q\cdot\mathbf r}|\tilde n\rangle=\langle\tilde n|\tilde n\rangle\equiv\tilde N .$$

The all-electron sum is $\langle n|n\rangle=1$. Leaving out $a=n$ changes neither limit, because the form factor of $n$ vanishes at large $q$.

**Q:** So which partial waves must conserve the norm: the occupied one or the high-energy ones?

**A:** For this limit, the occupied one. The norms of the empty partial waves have dropped out. They can still affect how the limit is approached.

**Q:** At what momentum does the loss set in?

**A:** The matched polynomial gives $\tilde N=0.758$, a loss of 24% of the norm. I summed $|A_a|^2$ over the empty states with $L\le40$ and divided by the all-electron sum. In the table, "two" and "five" are the highest $L$ with projectors for this same smooth orbital. The last column is a norm-conserving orbital with projectors to $L=2$, obtained by adding a term $(1-r^2/r_c^2)^3$ to the polynomial and choosing its coefficient to make $\tilde N=1$. For "five" the partial waves are solutions of the radial equation at the same energies. Taken from the finite basis, a set that fails for the energy below, they give 0.894 and 0.762 at $qa_0=8$ and 12.

| $qa_0$ | two | five | conserving |
|---|---|---|---|
| 0.5 | 1.029 | 1.029 | 1.034 |
| 2 | 1.002 | 1.002 | 1.002 |
| 4 | 0.987 | 0.993 | 1.000 |
| 8 | 0.843 | 0.898 | 1.006 |
| 12 | 0.759 | 0.780 | 1.001 |
| 16 | 0.758 | 0.758 | 1.000 |

A free electron with $q=8/a_0$ has kinetic energy $8^2/2=32$ Ha. The p projectors have failed at this energy; their missed fraction already reaches one near 15 Ha. They are not the only source of the loss: with projectors to $L=2$, the p channel gives about a quarter of it at $q=8/a_0$, and the channels $L\ge3$, which have no projectors, give nearly half. Projectors in more channels recover part of the strength at $q=8/a_0$, but the limit stays at 0.758.

**Q:** Why is there too much strength at the smallest momentum?

**A:** At $q=0$ the true amplitude is $\langle a|n\rangle=0$, so a transition density carries no net charge. With the all-electron orbitals kept fixed, as here, the one-centre form leaves a spurious charge

$$Q_a=-\int\Big(\tilde a-\sum_i\tilde\phi_ic_i\Big)^*\Delta\phi_1\,d^3r,$$

which can be nonzero for s states. In the norm-violating set with projectors to $L=2$, $\sum_aQ_a^2=0.00173$. The all-electron strength at $q=0.5/a_0$ is 0.0601, so the spurious charges add about $0.00173/0.0601=0.029$, which accounts for the excess. The dipole strength there is 0.9997 of the all-electron value.

The true strength falls as $q^2$ while the spurious part stays constant, so their ratio grows without bound as $q\to0$. The norm-conserving set has $\sum_aQ_a^2\approx0.0021$. Conserving the norm of $\tilde n$ does not make it orthogonal to every empty smooth state in the required sense.

This excess belongs to my model. The integral of the one-centre pair density is $\langle\tilde a|S|\tilde n\rangle$, where $S=1+\sum_{ij}|p_i\rangle\left(\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle\right)\langle p_j|$ is the PAW overlap, with the inner products taken over the sphere. In a PAW calculation both smooth states are eigenstates of one PAW Hamiltonian and are orthogonal under $S$, so the spurious charge is zero.

**Q:** How does lost strength become lost correlation energy?

**A:** Through the density response at imaginary frequency. With $\Delta_a=\varepsilon_a-\varepsilon_n$, from here on $\omega$ in energy units, and a factor 2 for spin,

$$\chi(\mathbf q,\mathbf q';i\omega)=-2\sum_a\frac{2\Delta_a}{\Delta_a^2+\omega^2}A_a(\mathbf q)A_a^*(\mathbf q').$$

At large $q$ the gaps can be replaced by one number. Acting on the state produced by the momentum transfer,

$$(H-\varepsilon_n)e^{-i\mathbf q\cdot\mathbf r}\psi_n=e^{-i\mathbf q\cdot\mathbf r}\left[\frac{\hbar^2q^2}{2m}+\frac{i\hbar^2}{m}\mathbf q\cdot\nabla\right]\psi_n,$$

because $(H-\varepsilon_n)\psi_n=0$. The first term is larger by one power of $q$, so $\Delta_a\to\epsilon_q=\hbar^2q^2/2m$ at leading order. For $\tilde n$ there is an extra term $(H-\varepsilon_n)\tilde n$, independent of $q$ and therefore also subleading.

Let $n(\mathbf r)=2|\psi_n|^2$ be the electron density and $n(\mathbf g)$ its Fourier transform. Completeness gives, for $\mathbf q'$ near $\mathbf q$,

$$\chi(\mathbf q,\mathbf q';i\omega)\to-n(\mathbf q-\mathbf q')\frac{2\epsilon_q}{\epsilon_q^2+\omega^2}.$$

In PAW the smooth density $\tilde n(\mathbf r)=2|\tilde\phi_1|^2$ replaces $n(\mathbf r)$. On the diagonal, $\mathbf q=\mathbf q'$, the response is reduced by the factor $\tilde N$. At $q=16/a_0$ the static response, summed with the actual gaps, is 0.75 of the all-electron value; the leading-order ratio is 0.758.

**Q:** Then is the energy at large $q$ reduced by $\tilde N$, or by $\tilde N^2$?

**A:** By neither in general, because the off-diagonal elements also count. The RPA energy is

$$E_c=\int_0^\infty\frac{d\omega}{2\pi}\,{\rm Tr}\left[\ln(1-v\chi)+v\chi\right],\qquad v(q)=\frac{4\pi e^2}{q^2}.$$

Expanding $\ln(1-x)+x=-x^2/2-\dots$, the first surviving term is

$$E_2=-\frac1{4\pi}\int_0^\infty d\omega\int\frac{d^3q\,d^3q'}{(2\pi)^6}\,v(q)v(q')|\chi(\mathbf q,\mathbf q';i\omega)|^2 .$$

Each further order brings another factor $v\chi$, which falls as $q^{-2}q^{-2}=q^{-4}$, so this term sets the leading tail.

For large $q$, the density factor keeps $\mathbf q'$ near $\mathbf q$. Hence $v(q')\approx v(q)$, and Parseval's theorem gives

$$\int\frac{d^3q'}{(2\pi)^3}|n(\mathbf q-\mathbf q')|^2=\int n^2(\mathbf r)\,d^3r .$$

The frequency integral is

$$\int_0^\infty\frac{4\epsilon_q^2\,d\omega}{(\epsilon_q^2+\omega^2)^2}=4\epsilon_q^2\,\frac{\pi}{4\epsilon_q^3}=\frac{\pi}{\epsilon_q}.$$

Write $E_2=\int_0^\infty e(q)\,dq$. Using $d^3q/(2\pi)^3\to q^2dq/2\pi^2$,

$$e(q)\to-\frac14\,\frac{q^2}{2\pi^2}\,\frac{16\pi^2e^4}{q^4}\,\frac{2m}{\hbar^2q^2}\int n^2d^3r=-\frac{4me^4}{\hbar^2q^4}\int n^2d^3r .$$

Integrating from $Q$ to infinity gives

$$E_2(q>Q)\to-\frac{4me^4}{3\hbar^2Q^3}\int n^2d^3r .$$

The norm fixes the $\mathbf g=0$ component of the density. The tail needs all components, since $\int n^2d^3r=\int|n(\mathbf g)|^2d^3g/(2\pi)^3$.

**Q:** How large is the difference in your atom?

**A:** The integral $\int n^2d^3r$ is $1.273\,a_0^{-3}$ for the all-electron orbital, $0.360\,a_0^{-3}$ for the norm-violating one and $1.029\,a_0^{-3}$ for the norm-conserving one. The tail therefore keeps 28% of its strength in the second case and 81% in the third. For comparison, $\tilde N^2=0.57$. Pseudization flattens the density where it is highest, and the square weights that region heavily.

At $q=20/a_0$, $e(q)$ computed from the transitions is 27% and 78% of the all-electron value, close to these limits. The all-electron $e(q)$ itself exceeds its leading law by 29% at $q=12/a_0$ and by 9% at $q=20/a_0$, so the law is still approximate there.

**Q:** Can I remove the error by extrapolating in the plane-wave cutoff?

**A:** No. With $E_{\rm cut}=\hbar^2Q^2/2m$, a tail proportional to $Q^{-3}$ is proportional to $E_{\rm cut}^{-3/2}$. The smooth orbital obeys the same power law, with a smaller coefficient. The extrapolation converges to the energy of the approximate pair densities.

In the model, the law beyond $Q=12/a_0$ gives, for the all-electron density,

$$-\frac{4\times1.273}{3\times12^3}\ {\rm Ha}=-0.98\ {\rm mHa}.$$

For the norm-violating density it gives $-0.28$ mHa. The difference, 0.70 mHa, is an estimate of the missing tail, limited by the roughly 30% deviation from the law at its lower end.

**Q:** What is the bias in the whole RPA energy?

**A:** For each $L$ and magnetic quantum number, the trace can be taken over transitions instead of momenta:

$$E_c=\sum_L(2L+1)\int_0^\infty\frac{d\omega}{2\pi}{\rm Tr}\left[\ln(1+X)-X\right],$$

$$X_{ab}=\sqrt{D_aD_b}\,K_{ab},\qquad D_a=\frac{4\Delta_a}{\Delta_a^2+\omega^2}.$$

Here $K_{ab}$ is the Coulomb interaction of two pair densities. The 4 combines the spin factor with the $2\Delta_a$ in $\chi$, and $X$ has the sign of $-v\chi$. Quadrature over frequency gives $-83.3$ mHa for the all-electron atom. With projectors to $L=2$, the deviations in mHa are:

| Channel | violating | conserving |
|---|---|---|
| $L=0$ | +1.86 | +1.20 |
| $L=1$ | +1.64 | +0.81 |
| $L=2$ | +0.66 | +0.20 |
| $L\ge3$ | +1.23 | −0.34 |
| total | +5.39 | +1.88 |

A positive entry means too little correlation energy. The last digit depends on the basis: in a B-spline basis, with partial waves from the radial equation, the channel entries move by up to 0.01 mHa and the totals become +5.41 and +1.89 mHa. The $L=0$ entries include the effect of the spurious charges $Q_a$, which belong to the model. Subtracting $Q_a|\psi_n|^2$ from each pair density removes these charges and lowers the two entries by about 0.1 and 0.2 mHa. The norm-violating total is off by 147 meV, or 6.5% of the all-electron correlation energy. The norm-conserving total is off by 51 meV, or 2.3%. Changing only the smooth occupied orbital, together with the projectors built from it, removes about two thirds of the total bias. Part of this gain is a cancellation: in the norm-conserving set the $-0.34$ mHa from $L\ge3$ offsets part of the $+2.21$ mHa from $L\le2$. Summed in magnitude, the entries fall from 5.39 to 2.55 mHa, by about one half. That change alters the shape of the density as well as its norm.

The estimated 0.70 mHa beyond $12/a_0$ is a small part of 5.39 mHa. Most of the bias thus arises at lower momenta, where the reconstruction is already incomplete.

**Q:** Why does the norm-conserving orbital give too much correlation for $L\ge3$?

**A:** Those channels have no projectors, so their pair density is $\psi_a^*\tilde n$ at every energy. The norm-conserving orbital must put the charge it removes near the nucleus farther out in the sphere. I conjecture that the channels of high $L$, which weight larger radii more, then respond too strongly. This cannot be a long-wavelength effect: for $L\ge3$ the moments $\int\tilde n\,r^{2L}d^3r$ differ from the all-electron ones by less than 0.1%. It would have to come from momenta large enough to resolve the sphere. The calculation shows the sign but does not separate this cause.

**Q:** Would projectors up to $L=5$ improve the norm-violating energy?

**A:** Yes, but only modestly. The evaluation used for the table above fails numerically for this set: it gives a total of about $-7.98$ Ha, with the fault in the channels $L\ge3$. I therefore took the partial waves from the radial equation at the same energies, instead of from the finite basis, and integrated the Coulomb elements $K_{ab}=\int d^3q\,v(q)A_a(\mathbf q)A_b^*(\mathbf q)/(2\pi)^3$ over momenta up to $60/a_0$.

The channels $L=3,4,5$ then deviate from the all-electron energy by $+0.29$, $+0.14$ and $+0.07$ mHa, compared with $+0.70$, $+0.26$ and $+0.12$ mHa without projectors. The total bias falls from 5.4 to about 4.8 mHa. For $L\le2$ this evaluation reproduces the deviations in the table to about 0.01 mHa. The two changes were made together, so they do not show which of them cures the failure. That added projectors leave the large-$q$ limit unchanged follows from the derivation above; the strength at $16/a_0$ agrees with it.

**Q:** Does the bias cancel when I compare two structures?

**A:** In part, if the density inside the spheres barely changes. At leading order the missing tail is

$$E_2^{\rm PAW}-E_2=\frac{4me^4}{3\hbar^2Q^3}\int_{\rm spheres}\left(n^2-\tilde n^2\right)d^3r .$$

If this integral is the same in both structures, the tail error cancels. It need not cancel when the occupation or shape of a localized shell changes. The errors at lower momenta have no such simple form.

**Q:** What should I change in my data set?

**A:** First make the smooth versions of the localized occupied orbitals norm-conserving. This restores the diagonal large-$q$ response. Then reduce the sphere radius and follow the energy difference you need. As the sphere shrinks, $\Delta\phi_1$ is confined to a smaller volume, and with regular matching both $\tilde N\to1$ and $\int\tilde n^2d^3r\to\int n^2d^3r$. The cost is a higher plane-wave cutoff.

More projectors help up to the momentum they resolve, provided the reconstruction stays well behaved. My numbers belong to one compact orbital with a rather large sphere; they are not an error estimate for your material. A scheme that restores the pair density beyond the one-centre form used here would also need its own analysis.
